\section*{The Dyson series and time ordering, tested on a driven two-level system, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a single matrix to time-ordered integrals}

\subsection{What dimensions and a change of clock fix}

Let $U(t,t_0)$ carry a state from time $t_0$ to a later time $t$ in the interaction picture. It obeys
\begin{equation}
i\hbar\,\frac{\partial}{\partial t}U(t,t_0)=H_I(t)\,U(t,t_0),\qquad U(t_0,t_0)=1,
\label{eq:motion}
\end{equation}
where $H_I(t)$ is the interaction Hamiltonian defined in the next subsection. The equation contains no constant except $\hbar$, and $U$ is dimensionless. A contribution to $U$ with $n$ factors of $H_I$ therefore needs a factor $\hbar^{-n}$ and $n$ powers of time, since energy times time divided by $\hbar$ is a pure number. Taking these powers from $n$ time integrals suggests the form
\begin{equation}
\frac{1}{\hbar^n}\int_{t_0}^{t}dt_1\cdots\int_{t_0}^{t}dt_n\,
K_n(t_1,\ldots,t_n)\,H_I(t_1)\cdots H_I(t_n),
\label{eq:kernel}
\end{equation}
with a dimensionless numerical kernel $K_n$.

A symmetry restricts the kernel. Read time from another clock, $t=f(s)$, where $f$ increases and maps the interval $[t_0,t]$ onto itself. The chain rule turns \eqref{eq:motion} into an equation of the same form with $H_I(t)$ replaced by $\widetilde H(s)=f'(s)H_I(f(s))$. Both Hamiltonians give the same final $U$. If $\widetilde H$ is put into \eqref{eq:kernel}, the factors $f'(s_k)$ combine with $ds_k$ to give $dt_k$, and the kernel becomes $K_n(f^{-1}(t_1),\ldots,f^{-1}(t_n))$. For the result to be the same for arbitrary matrix functions $H_I$, the kernel must not change under such a mapping. A piecewise linear clock can move any $n$ distinct instants inside the interval to any other $n$ instants in the same order. Hence $K_n$ can depend on the order of its arguments, but not on their separations.

What remains at each $n$ is one number for each of the $n!$ orders. The derivation below finds these numbers without assuming \eqref{eq:kernel}.

\subsection{The equation of motion}

Split the Hamiltonian into $H_0+V(t)$, with $H_0$ constant and Hermitian. The Schr\"odinger state $|\psi_S\rangle$ satisfies $i\hbar\,\partial_t|\psi_S\rangle=(H_0+V)|\psi_S\rangle$. Remove the motion due to $H_0$ by defining
\begin{equation}
|\psi_I(t)\rangle=e^{iH_0(t-t_0)/\hbar}|\psi_S(t)\rangle .
\end{equation}
The product rule gives two contributions. Differentiating the exponential brings down $iH_0/\hbar$, which becomes $-H_0$ after multiplication by $i\hbar$:
\begin{align}
i\hbar\,\partial_t|\psi_I\rangle
&=-H_0e^{iH_0(t-t_0)/\hbar}|\psi_S\rangle
+e^{iH_0(t-t_0)/\hbar}(H_0+V)|\psi_S\rangle\nonumber\\
&=e^{iH_0(t-t_0)/\hbar}V(t)|\psi_S\rangle .
\end{align}
The $H_0$ terms cancel because $H_0$ commutes with its own exponential. Writing $|\psi_S\rangle=e^{-iH_0(t-t_0)/\hbar}|\psi_I\rangle$ gives
\begin{equation}
i\hbar\,\partial_t|\psi_I\rangle=H_I(t)|\psi_I\rangle,\qquad
H_I(t)=e^{iH_0(t-t_0)/\hbar}V(t)e^{-iH_0(t-t_0)/\hbar}.
\end{equation}
Since $|\psi_I(t)\rangle=U(t,t_0)|\psi_I(t_0)\rangle$ must hold for every initial state, \eqref{eq:motion} follows.

I assume from here on that $H_I$ is Hermitian, bounded and piecewise continuous, and that $t\ge t_0$. At a jump of $H_I$ the operator $U$ is continuous, and \eqref{eq:motion} holds on either side.

The evolution preserves lengths. From \eqref{eq:motion}, $\partial_tU=-(i/\hbar)H_IU$, and the adjoint is $\partial_tU^\dagger=(i/\hbar)U^\dagger H_I$. Therefore
\begin{equation}
\partial_t(U^\dagger U)=\frac{i}{\hbar}U^\dagger H_IU-\frac{i}{\hbar}U^\dagger H_IU=0 .
\label{eq:isometry}
\end{equation}
The product equals $1$ at $t_0$, so $U^\dagger U=1$ at all later times. For finite matrices this also implies $UU^\dagger=1$.

\subsection{Simple case: one matrix with a changing strength}

Take $H_I(t)=f(t)M$, where $f$ is a real function and $M$ a constant Hermitian matrix. With $F(t)=\int_{t_0}^{t}f(t')dt'$, the solution is
\begin{equation}
U(t,t_0)=e^{-iF(t)M/\hbar}
=\sum_{n=0}^{\infty}\left(\frac{-i}{\hbar}\right)^n\frac{F(t)^n}{n!}M^n .
\label{eq:commuting}
\end{equation}
Indeed $F'=f$, and differentiation brings down $-ifM/\hbar$. No question of order arises, because $M$ commutes with itself.

The factor $F^n/n!$ can also be produced by nested integrals. Define $I_0=1$ and
\begin{equation}
I_n(t)=\int_{t_0}^{t}dt_1\,f(t_1)I_{n-1}(t_1).
\label{eq:scalar}
\end{equation}
If $I_{n-1}=F^{n-1}/(n-1)!$, the integrand is $F'F^{n-1}/(n-1)!$, the derivative of $F^n/n!$. Since $F(t_0)=0$, it follows that $I_n=F^n/n!$. The statement is true for $n=0$, so it holds for all $n$ by induction.

The limit $f=1$ has a geometrical meaning. Then $I_n=(t-t_0)^n/n!$ is the volume of the region $t>t_1>\cdots>t_n>t_0$. The full cube has volume $(t-t_0)^n$, so one ordering occupies the fraction $1/n!$. This limit also constrains the kernel in \eqref{eq:kernel}: for a constant matrix, its $n!$ values must add up to $(-i)^n$.

The exponential does not carry over directly when $H_I$ at different times fails to commute. Let $G(t)=\int_{t_0}^{t}H_I(t')dt'$. Then
\begin{equation}
\frac{d}{dt}G^2=H_I(t)G+GH_I(t),
\end{equation}
whereas \eqref{eq:motion} requires $H_I(t)$ on the left of everything that happened before. The second product has the wrong order.

\subsection{General case: iterating the integral equation}

Integrate \eqref{eq:motion} from $t_0$ to $t$ and use the initial condition:
\begin{equation}
U(t,t_0)=1-\frac{i}{\hbar}\int_{t_0}^{t}dt_1\,H_I(t_1)U(t_1,t_0).
\label{eq:integral}
\end{equation}
The same equation holds for $U(t_1,t_0)$, with upper limit $t_1$. Inserting it once gives
\begin{align}
U(t,t_0)=1&-\frac{i}{\hbar}\int_{t_0}^{t}dt_1\,H_I(t_1)\nonumber\\
&+\left(\frac{-i}{\hbar}\right)^2\int_{t_0}^{t}dt_1\int_{t_0}^{t_1}dt_2\,
H_I(t_1)H_I(t_2)U(t_2,t_0).
\end{align}
The new factor stands to the right of $H_I(t_1)$ because $U(t_1,t_0)$ stood there, and its time is earlier because the inner integral stops at $t_1$. The order of the operators and the limits of integration thus have the same origin.

Define $D_0=1$ and, for $n\ge1$,
\begin{equation}
D_n=\left(\frac{-i}{\hbar}\right)^n
\int_{t_0}^{t}dt_1\int_{t_0}^{t_1}dt_2\cdots\int_{t_0}^{t_{n-1}}dt_n\,
H_I(t_1)H_I(t_2)\cdots H_I(t_n).
\label{eq:nested}
\end{equation}
After $N$ orders have been separated,
\begin{equation}
U=\sum_{n=0}^{N}D_n+R_N,
\label{eq:split}
\end{equation}
with the remainder
\begin{equation}
R_N=\left(\frac{-i}{\hbar}\right)^{N+1}
\int_{t_0}^{t}dt_1\cdots\int_{t_0}^{t_N}dt_{N+1}\,
H_I(t_1)\cdots H_I(t_{N+1})U(t_{N+1},t_0).
\label{eq:remainder}
\end{equation}
For $N=0$ this is \eqref{eq:integral}. If it holds for $N$, replace the last $U$ by the right side of \eqref{eq:integral}: the $1$ gives $D_{N+1}$ and the integral gives $R_{N+1}$. This proves \eqref{eq:split} for every finite $N$, with nothing neglected.

In the simple case $H_I=fM$, the operators give $M^n$ and the integrals give $I_n=F^n/n!$. Equation \eqref{eq:nested} then reproduces \eqref{eq:commuting} term by term.

\subsection{Two factors: from a triangle to a square}

The second-order integral runs over the triangle $t_1>t_2$:
\begin{equation}
J_2=\int_{t_0}^{t}dt_1\int_{t_0}^{t_1}dt_2\,H_I(t_1)H_I(t_2).
\end{equation}
The names of integration variables are arbitrary. Exchanging them everywhere, in the limits as well as in the integrand, gives
\begin{equation}
J_2=\int_{t_0}^{t}dt_2\int_{t_0}^{t_2}dt_1\,H_I(t_2)H_I(t_1).
\end{equation}
This is an integral over the other triangle, $t_2>t_1$. In both forms the later operator stands on the left. Introduce the time-ordering symbol
\begin{equation}
\mathcal T\{H_I(t_1)H_I(t_2)\}=
\begin{cases}
H_I(t_1)H_I(t_2),&t_1>t_2,\\
H_I(t_2)H_I(t_1),&t_2>t_1.
\end{cases}
\end{equation}
The two triangles fill the square except for its diagonal, which has zero area. Adding the two forms of $J_2$ therefore gives
\begin{equation}
J_2=\frac{1}{2}\int_{t_0}^{t}dt_1\int_{t_0}^{t}dt_2\,
\mathcal T\{H_I(t_1)H_I(t_2)\}.
\label{eq:two}
\end{equation}
The factor $1/2$ compensates for covering the same contribution twice. Without $\mathcal T$ the integrand on the second triangle would be $H_I(t_1)H_I(t_2)$ with the earlier operator on the left, and the two contributions would in general differ.

\subsection{Any number of factors}

For $n$ times, let $\sigma$ be a permutation of $1,\ldots,n$. It labels the sector of the cube in which
\begin{equation}
t_{\sigma(1)}>t_{\sigma(2)}>\cdots>t_{\sigma(n)} .
\end{equation}
In this sector $\mathcal T$ arranges the product as $H_I(t_{\sigma(1)})\cdots H_I(t_{\sigma(n)})$. Introduce new variables $s_k=t_{\sigma(k)}$. This permutes the coordinates, so the absolute value of the Jacobian is $1$. The sector becomes $s_1>\cdots>s_n$ and the integrand becomes $H_I(s_1)\cdots H_I(s_n)$, which is the nested integral in \eqref{eq:nested}. For instance, in the sector $t_2>t_3>t_1$ one sets $s_1=t_2$, $s_2=t_3$ and $s_3=t_1$.

There are $n!$ sectors. They fill the cube apart from points with coinciding times, which have zero volume. Each contributes the same operator, and so
\begin{equation}
D_n=\frac{1}{n!}\left(\frac{-i}{\hbar}\right)^n
\int_{t_0}^{t}dt_1\cdots\int_{t_0}^{t}dt_n\,
\mathcal T\{H_I(t_1)\cdots H_I(t_n)\}.
\label{eq:cube}
\end{equation}
The sum over $n$ is abbreviated as
\begin{equation}
U(t,t_0)=\mathcal T\exp\left[-\frac{i}{\hbar}\int_{t_0}^{t}dt'\,H_I(t')\right].
\label{eq:texp}
\end{equation}
The notation means that one expands first, orders each product next, and integrates last. It does not mean that one first computes the matrix $G$ and then exponentiates it.

In terms of the kernel in \eqref{eq:kernel}, the nested form has $K_n=(-i)^n$ for $t_1>\cdots>t_n$ and zero for every other order. The values add up to $(-i)^n$, as the constant matrix required.

\subsection{A limit with two separate pulses}

Let $H_I/\hbar$ be a constant matrix during an early pulse, zero for a while, and another constant matrix during a late pulse. Let $P$ and $Q$ be the time integrals of $H_I/\hbar$ over the early and late pulse. Each pulse alone is an instance of the simple case, so the evolution is
\begin{equation}
U=e^{-iQ}e^{-iP},
\end{equation}
with the later pulse on the left. Its part of order $n$ is
\begin{equation}
(-i)^n\sum_{k=0}^{n}\frac{Q^kP^{n-k}}{k!\,(n-k)!}.
\label{eq:pulses}
\end{equation}
Now use \eqref{eq:cube}. There are $n!/[k!(n-k)!]$ ways to choose which $k$ of the $n$ times lie in the late pulse. Time ordering moves the late matrices to the left, so each choice gives $Q^kP^{n-k}$. Dividing by $n!$ yields \eqref{eq:pulses}.

At second order the ordered result is $-(Q^2/2+QP+P^2/2)$. An ordinary exponential of $-i(P+Q)$ would give $-(Q^2+QP+PQ+P^2)/2$. The ordered result minus the ordinary one is $-(QP-PQ)/2$. At this order the ordinary exponential gives the products $QP$ and $PQ$ equal weight, although only $QP$ has the later pulse on the left.

\section{Convergence, unitarity and a driven two-level system}

\subsection{Symbols and results carried over}

The interaction Hamiltonian $H_I(t)$ is Hermitian, bounded and piecewise continuous, and $U(t,t_0)$ is the evolution operator it generates for $t\ge t_0$. It is convenient to use the rate matrix $h(t)=H_I(t)/\hbar$. The first half showed that $U=\sum_{n=0}^{N}D_n+R_N$, where $D_0=1$ and
\begin{align}
D_n&=(-i)^n\int_{t>t_1>\cdots>t_n>t_0}dt_1\cdots dt_n\,h(t_1)\cdots h(t_n)\nonumber\\
&=\frac{(-i)^n}{n!}\int_{t_0}^{t}dt_1\cdots\int_{t_0}^{t}dt_n\,
\mathcal T\{h(t_1)\cdots h(t_n)\}.
\label{eq:recall}
\end{align}
The symbol $\mathcal T$ puts later times to the left. The remainder $R_N$ is a nested integral with $N+1$ factors of $h$, followed on the right by $U(t_{N+1},t_0)$. It was also shown that $U^\dagger U=1$.

The evolution operator has been written exactly as a finite sum of nested integrals plus a remainder, and each nested integral equals a time-ordered integral over the full cube divided by $n!$. It remains to show that the remainder tends to zero, to see what the ordering adds at second order, and to test the series on a driven two-level system.
